Dirac Field Anticommutators from Second-Class Constraints and the Graded Dirac Bracket

**Q.** The Dirac Lagrangian is linear in the velocity. Canonical quantization needs a momentum for every coordinate, and here the momentum of ψ seems to be ψ† itself. Why should I trust any bracket obtained from that?

**A.** You should not until the missing velocities have been dealt with. Take ħ = c = 1 and let the fields be periodic in a box, so that integrations by parts leave no boundary terms. With ψ̄ = ψ†γ⁰, β = γ⁰ and α = γ⁰γ, the Lagrangian ∫d³x ψ̄(iγ^μ∂_μ − m)ψ becomes

L = ∫d³x [iψ†ψ̇ − ψ†hψ], h = −iα·∇ + βm.

I treat ψ_a(x) and ψ†_a(x) as independent coordinates. I also assume that they are odd, or Grassmann, variables: any two of them anticommute, so each squares to zero. This is an input, and we must return to what happens without it.

**Q.** With odd variables even a derivative has an ambiguous sign. Which one defines the momentum?

**A.** A right derivative is read off with the variation on the right, a left derivative with it on the left:

δF = (∂_R F/∂q) δq = δq (∂_L F/∂q).

In a monomial of k odd factors, the variation passes k − 1 others when moved from one end to the other. The two derivatives therefore agree for odd F and differ by a sign for even F. I define momenta by p = ∂_R L/∂q̇. A sum over repeated labels includes the spinor index and the integral over x. Then

δL = (∂_R L/∂q) δq + p δq̇,

and integrating the last term by parts in the action gives ṗ = ∂_R L/∂q.

For the two fields,

π = ∂_R L/∂ψ̇ = iψ†, π̄ = ∂_R L/∂ψ̇† = 0.

Neither contains a velocity. They are restrictions on phase space:

φ₁ = π − iψ† = 0, φ₂ = π̄ = 0.

**Q.** Then Hamilton's equations fail, because their derivation varies q and p independently.

**A.** The derivation can be repaired. Put H = pq̇ − L. On the equations of motion,

δH = δp q̇ + p δq̇ − ṗ δq − p δq̇
= δp q̇ − ṗ δq
= δp q̇ + δq ṗ.

The last sign comes from exchanging two odd quantities. The velocities have dropped out, so H can be written as a function of q and p, and comparison with its left derivatives gives

δq (ṗ − ∂_L H/∂q) + δp (q̇ − ∂_L H/∂p) = 0.

This holds only for variations that respect δφ_A = 0. The left side must then be a combination δφ_A u^A, with odd multipliers u^A. Hence, on the constraint surface,

q̇ = ∂_L H/∂p + (∂_L φ_A/∂p) u^A,
ṗ = ∂_L H/∂q + (∂_L φ_A/∂q) u^A.

These are the Hamilton equations of H_T = H + φ_A u^A. Derivatives of u^A multiply φ_A and vanish on the surface.

For any F(q,p), Ḟ = (∂_R F/∂q)q̇ + (∂_R F/∂p)ṗ. This has the form {F,H_T} if

{F,G} = (∂_R F/∂q)(∂_L G/∂p) + (∂_R F/∂p)(∂_L G/∂q).

For odd F and G the derivatives are even, so they commute, and left and right derivatives agree. The bracket is then symmetric, with {q,p} = {p,q} = 1. For two even functions it is antisymmetric, as in ordinary mechanics.

**Q.** What is H here? The kinetic term seems to have disappeared.

**A.** It cancels, as it does for any Lagrangian linear in velocities:

H = ∫d³x [iψ†ψ̇ + 0 − iψ†ψ̇ + ψ†hψ] = ∫d³x ψ†hψ.

The kinetic term does not contribute to the energy. Its information sits in the constraints, and it will fix the bracket.

**Q.** You call these constraints second class. What has to be shown?

**A.** That the matrix of their mutual brackets is invertible. If it had a null direction on the surface, some combination would have vanishing bracket with every constraint found so far. Its preservation in time would then fix no multiplier and could impose further constraints, and the combination would be first class only if its brackets with those vanished too. Only conjugate pairs contribute:

{φ₁a(x), φ₂b(y)} = −i{ψ†_a(x), π̄_b(y)} = −iδ_ab δ³(x−y).

The bracket of φ₁ with itself involves π with ψ†, which are not conjugate, so it is zero. The bracket of φ₂ with itself is zero too. In the order (φ₁, φ₂), and with the factor δ_ab δ³(x−y) understood,

C = [[0, −i], [−i, 0]], C⁻¹ = [[0, i], [i, 0]].

The product of the off-diagonal entries is (−i)(i) = 1, so CC⁻¹ is the identity. All the constraints are second class.

**Q.** A constraint must also stay true in time. Could that requirement produce further constraints?

**A.** Preservation requires

{φ_A,H} + C_AB u^B = 0.

Since C is invertible, this determines every multiplier and leaves no condition on the fields. To find them, move ψ to the left in H, which costs a sign: ψ†hψ gives ∂_L H/∂ψ = −ψ†h = −(hψ)†, where the gradient has been integrated by parts and h is Hermitian. Also ∂_L H/∂ψ† = hψ. Thus

0 = −(hψ)† − iu², so u² = i(hψ)†,
0 = hψ − iu¹, so u¹ = −ihψ.

Since H contains no momenta, ψ̇ = {ψ,φ₁}u¹ = u¹. This is i∂ψ/∂t = hψ, the Dirac equation. The multipliers are the velocities that could not be solved for from the momenta.

**Q.** That repairs the classical motion. Why change the bracket as well?

**A.** Because the old bracket is incompatible with setting the constraints to zero. It gives {ψ†,π̄} = 1, although π̄ = 0. As an operator statement, this would make the anticommutator of ψ† with the zero operator nonzero.

The replacement can be read from the motion. Insert u^A = −(C⁻¹)^{AB}{φ_B,H} into Ḟ:

Ḟ = {F,H} − {F,φ_A}(C⁻¹)^{AB}{φ_B,H}.

Replacing H by a general G defines the graded Dirac bracket:

{F,G}_D = {F,G} − {F,φ_A}(C⁻¹)^{AB}{φ_B,G}.

If F is a constraint φ_E, the second term contains C_EA(C⁻¹)^{AB}, which is the identity, so

{φ_E,G}_D = {φ_E,G} − {φ_E,G} = 0.

The same cancellation occurs when the constraint stands on the right. The constraints may now be set to zero before or after a bracket is taken.

**Q.** Commutators obey a Jacobi identity. Does the new bracket?

**A.** Yes. Write |F| = 0 for even F and 1 for odd F. The identity needed is

{F,{G,K}_D}_D = {{F,G}_D,K}_D + (−1)^{|F||G|}{G,{F,K}_D}_D.

Consider the difference of its two sides. Bracketing with a fixed function obeys the graded product rule, and so does the graded commutator of two such operations. The difference therefore obeys the product rule in K and, by the graded symmetry of the bracket, in F and G. It is enough to check the basic variables. Their brackets are constants, because C and the old brackets are constants, and a constant has zero bracket with anything. Every term vanishes there, so the identity holds for all polynomials. Three cases with nonzero individual terms were also tested by explicit Grassmann algebra.

**Q.** Then what is the bracket of ψ with ψ†?

**A.** The old bracket {ψ,ψ†} is zero, since both are coordinates. The correction needs {ψ,φ₁} = {ψ,π} = 1 and {φ₂,ψ†} = {π̄,ψ†} = 1, each times its delta functions. The two integrals over intermediate points leave one delta function:

{ψ_a(x), ψ†_b(y)}_D = 0 − (1)(i)(1) δ_ab δ³(x−y)
= −iδ_ab δ³(x−y).

For two ψ's the correction would need the 11 entry of C⁻¹, and for two ψ†'s the 22 entry. Both are zero, so these brackets vanish.

**Q.** Where does the anticommutator enter? So far there are no operators.

**A.** It enters through the quantization rule, which is a postulate. I use it for the fields themselves and for their brackets with the quadratic H; for products of higher degree, operator ordering can add further terms:

[F,G} = i{F,G}_D.

The left side is an anticommutator if both entries are odd and a commutator otherwise. The factor i is fixed by the dynamics: classically Ḟ = {F,H}_D, and in the Heisenberg picture Ḟ = −i[F,H], so [F,H] = i{F,H}_D. A commutator for two odd variables would be inconsistent, since it changes sign under exchange while their bracket does not. Because i(−i) = 1,

[ψ_a(x,t), ψ†_b(y,t)]₊ = δ_ab δ³(x−y),
[ψ_a(x,t), ψ_b(y,t)]₊ = [ψ†_a(x,t), ψ†_b(y,t)]₊ = 0.

The constraints are now operator identities: π is another name for iψ†, and π̄ is zero.

**Q.** I could have written [ψ,π]₊ = i, substituted π = iψ†, and obtained the same thing in one line.

**A.** For this form of L, yes. But the equations of motion do not change if a total time derivative is added. Consider

L_λ = ∫d³x [i(1−λ)ψ†ψ̇ − iλψ̇†ψ − ψ†hψ].

It differs from L by −iλ d/dt ∫ψ†ψ d³x. Since −iλψ̇†ψ = iλψψ̇†, the right derivatives are

π = i(1−λ)ψ†, π̄ = iλψ.

The short argument now gives i(1−λ)[ψ,ψ†]₊ = i from the first momentum and iλ[ψ†,ψ]₊ = i from the second. The anticommutator would be δ³/(1−λ) or δ³/λ. These agree only at λ = 1/2, where both are twice the earlier result. At λ = 0 the first is right, but the second reads 0 = i.

**Q.** And the Dirac bracket escapes this dependence on λ?

**A.** The constraints become φ₁ = π − i(1−λ)ψ† and φ₂ = π̄ − iλψ. Their bracket has two contributions:

{φ₁,φ₂} = −iλ{π,ψ} − i(1−λ){ψ†,π̄}
= −iλ − i(1−λ) = −i.

The diagonal blocks remain zero, so C is unchanged. The brackets {ψ,φ₁} = 1 and {φ₂,ψ†} = 1 are unchanged as well, and so is {ψ,ψ†}_D = −i. What does change is

{ψ,π}_D = i(1−λ)(−i) = 1 − λ.

A coordinate and its momentum need not have unit bracket here, because the momentum is not an independent variable.

**Q.** Show me this on a system small enough to count.

**A.** Take four-component fields on three periodic cells along z. In units of the mass, let m = 1, the spacing be a = 0.5 and the cell volume be v = a³ = 0.125. Integrals become sums times v. There are 3 × 4 = 12 components of ψ, as many of ψ†, and hence 24 constraints.

The momentum of a cell variable is now ivψ† at λ = 0, so the off-diagonal entry of C is −iv = −0.125i. Its inverse is i/v = 8i, and the Dirac bracket is −8i for equal labels. The anticommutator is i(−8i) = 8, which is 1/v, the lattice form of the delta function at coincident points.

The matrix C computed from the Lagrangian has rank 24 for λ = 0, 0.3 and 0.5, and the anticommutator is 8 each time. The short argument at λ = 0.3 gives 8/0.7 = 11.43 from π and 8/0.3 = 26.67 from π̄. At λ = 0.5 both give 16. The Dirac-bracket flow was tested by inserting it in the Euler–Lagrange equations for all three values of λ.

**Q.** A factor of two might be absorbed in the normalization of ψ. Is it physical?

**A.** It is, because H has a fixed normalization in terms of ψ. For operators,

[A,BC] = ABC − BCA
= (AB + BA)C − B(AC + CA)
= [A,B]₊C − B[A,C]₊.

With A = ψ, B = ψ† and C = hψ, the last anticommutator vanishes and

[ψ,H] = hψ.

Then ψ̇ = −i[ψ,H] = −ihψ, as required. If the anticommutator were doubled, the right side would be 2hψ and every frequency would double. In the 4096-dimensional Fock space of the 12 modes, the ratio to the Dirac frequency is 1 with the Dirac bracket and 2 with the uncorrected rule at λ = 0.5.

**Q.** Does the equal-time relation survive as time passes?

**A.** Yes, for this free field. The solution ψ(t) = e^{−iht}ψ(0) is linear, so

[ψ(t),ψ†(t′)]₊ = e^{−iht} e^{iht′} = e^{−ih(t−t′)},

read as a matrix in position and spin. At t = t′ it is the identity, whose entries are δ_ab δ³(x−y). At unequal times it is not a spatial delta function in general.

**Q.** I know the Dirac field through particle and antiparticle operators. How does this result appear there?

**A.** In infinite volume, write

ψ(x) = ∫d³p/[(2π)³√(2E)] Σ_s [b u(p)e^{ip·x} + d† v(p)e^{−ip·x}],

where b, d, u and v carry the labels p and s, and E = √(p² + m²). Let h_p = α·p + βm. Then u(p) has h_p-eigenvalue E. The antiparticle wave has time factor e^{iEt} and wave vector −p, so v(−p) has h_p-eigenvalue −E. The two u's and two v's, chosen orthogonal with squared norm 2E, span the four-dimensional spin space. Hence

Σ_s [u(p)u†(p) + v(−p)v†(−p)] = 2E·1.

If [b,b†]₊ and [d,d†]₊ both equal (2π)³ times the momentum and spin delta functions, and the others vanish, then changing p to −p in the antiparticle term gives

[ψ(x),ψ†(y)]₊ = ∫d³p/(2π)³ e^{ip·(x−y)} (2E/2E)·1 = δ³(x−y)·1.

Both kinds of spinor are needed: particles alone would give a projector instead of the identity. For p = (0.3, −0.4, 1.2) and m = 1, p² = 1.69 and E = √2.69 = 1.640. The spin sum divided by 2E was tested to be the identity.

**Q.** Have we now proved that spin-1/2 particles must be fermions?

**A.** No. Repeat the steps with commuting variables. The bracket is then antisymmetric, and for one mode with unit volume the same constraints give

C = [[0, −i], [i, 0]], C⁻¹ = C.

This is also invertible. Now {φ₂,ψ*} = {π̄,ψ*} = −1, so

{ψ,ψ*}_D = −(1)(−i)(−1) = −i,

and quantization gives the commutator [ψ,ψ†] = 1. The constraint analysis accepts either choice.

**Q.** Then what excludes the commuting choice?

**A.** The energy, once we ask for positive norms and a lowest state. The Hamiltonian h has eigenvalues of both signs. In a mode of energy −E, commuting operators allow any number N of quanta, with energy −NE. One may rename a = d†, but then [a,a†] = 1 becomes [d,d†] = −1. If d annihilates the vacuum, the state created by d† has squared norm −1. The unbounded energy has been exchanged for negative norms.

For anticommuting operators the same renaming keeps [d,d†]₊ = 1, and

−E a†a = −E dd† = E d†d − E.

The excitation now costs positive energy, and the constant −E belongs to the filled level.

On the lattice, the central difference replaces the momentum k by sin(ka)/a. For k = 2π/(3a) this is 0.8660/0.5 = 1.732, so E = √(1 + 3) = 2. One spin state at this k gives a two-mode block with levels ±2. Its lowest energy is −2 for odd variables. For commuting variables it is −2, −4, −10 and −20 at N = 1, 2, 5 and 10, following −NE.

**Q.** And the filled sea of the whole lattice?

**A.** The value k = 0 contributes two levels at −1, and the two nonzero values of k contribute four at −2. Filling them gives

2(−1) + 4(−2) = −10,

in units of the mass, which agrees with the lowest eigenvalue found in Fock space. This number belongs to the three-cell model. It is not an estimate of a continuum vacuum energy, where the sum over negative levels diverges as modes of ever larger momentum are included.

**Q.** One thing still looks odd. In ordinary mechanics second-class constraints come in pairs. Is the pairing of φ₁ with φ₂ essential?

**A.** Not for odd variables, because their bracket is symmetric and a constraint can have a nonzero bracket with itself. Take one real odd variable χ with kinetic term (i/2)χχ̇. Its momentum is p = (i/2)χ, and φ = p − (i/2)χ obeys

{φ,φ} = −(i/2){p,χ} − (i/2){χ,p} = −i.

One constraint is second class by itself. Since 1/(−i) = i,

{χ,χ}_D = 0 − (1)(i)(1) = −i,

so [χ,χ]₊ = 1 and χ² = 1/2. The classical variable squares to zero, but the operator does not.

Two such variables rebuild one Dirac mode. With ψ = (χ₁ + iχ₂)/√2,

iψ†ψ̇ = (i/2)(χ₁χ̇₁ + χ₂χ̇₂) − (1/2)(χ₁χ̇₂ − χ₂χ̇₁).

Because −χ₂χ̇₁ = χ̇₁χ₂, the last parenthesis is d(χ₁χ₂)/dt and does not affect the motion. The anticommutators follow:

[ψ,ψ†]₊ = (1/2)(1 + 1) = 1,
[ψ,ψ]₊ = (1/2)(1 − 1) = 0.

**Q.** When would the result itself change?

**A.** When the kinetic term changes, or when a new constraint is imposed on ψ: coupling ψ₁ through η†ψ₁ + ψ₁†η to an odd field η with no kinetic term forces ψ₁ = 0 and removes its anticommutator. An external potential, or an interaction without time derivatives that imposes no such constraint, alters H and the multipliers but leaves the fermion constraints and C alone. The equal-time relation for the canonical fields of the regulated theory is then the same. If the kinetic term is multiplied by a constant Z, C is multiplied by Z and the anticommutator by 1/Z.

A negative Z is excluded in a space of positive norm. For a single mode A, the expectation value of AA† + A†A is a sum of two squared norms, so it cannot equal a negative number. If Z vanishes for some component, C loses its inverse. That component has no dynamics of its own, and the search for further constraints must be resumed. The numerical output below gives the lattice values used here.

Computed values

```
Units: hbar = c = mass = 1
mass = 1.0, spacing a = 0.500 mass^-1, cells = 3
cell volume v = 0.1250 mass^-3, 1/v = 8.0000 mass^3
psi components = 12, constraints = 24
lambda = 0.0: rank C = 24, C(phi1,phi2) = -0.1250 i mass^-3
  Dirac bracket psi,psi^dag = -8.0000 i mass^3
  anticommutator = 8.0000 mass^3, uncorrected rule on pi = 8.0000 mass^3
  Dirac bracket psi,pi = 1.0000 (dimensionless)
  pi-bar = 0: uncorrected rule on pi-bar is contradictory
  Euler-Lagrange residual below 1e-11: True
lambda = 0.3: rank C = 24, C(phi1,phi2) = -0.1250 i mass^-3
  Dirac bracket psi,psi^dag = -8.0000 i mass^3
  anticommutator = 8.0000 mass^3, uncorrected rule on pi = 11.4286 mass^3
  Dirac bracket psi,pi = 0.7000 (dimensionless)
  uncorrected rule on pi-bar = 26.6667 mass^3
  Euler-Lagrange residual below 1e-11: True
lambda = 0.5: rank C = 24, C(phi1,phi2) = -0.1250 i mass^-3
  Dirac bracket psi,psi^dag = -8.0000 i mass^3
  anticommutator = 8.0000 mass^3, uncorrected rule on pi = 16.0000 mass^3
  Dirac bracket psi,pi = 0.5000 (dimensionless)
  uncorrected rule on pi-bar = 16.0000 mass^3
  Euler-Lagrange residual below 1e-11: True
graded Jacobi identity: 3 nonzero cases hold
Fock dimension = 4096
frequency / Dirac frequency, Dirac bracket = 1.0000
frequency / Dirac frequency, uncorrected lambda=0.5 = 2.0000
one-particle level -2.0000 mass, degeneracy 4
one-particle level -1.0000 mass, degeneracy 2
one-particle level +1.0000 mass, degeneracy 2
one-particle level +2.0000 mass, degeneracy 4
lowest Fock energy (filled sea) = -10.0000 mass
spinor test: p = (0.3, -0.4, 1.2) mass, E = 1.6401 mass
spin sum diagonal / 2E = 1.0000
commuting case, v=1: Dirac bracket = -1.0000 i, commutator = 1.0000
two-mode block: momentum = 1.7321 mass, E = 2.0000 mass
lowest energy, odd variables, any N = -2.0000 mass
lowest energy, commuting variables, N = 1: -2.0000 mass
lowest energy, commuting variables, N = 2: -4.0000 mass
lowest energy, commuting variables, N = 5: -10.0000 mass
lowest energy, commuting variables, N = 10: -20.0000 mass
```
